# Silicide Nucleation Barriers and the Energy of Created Grain Boundaries: a numerical check

```python
"""
Result under test: the barrier for a silicide nucleus on a flat base is
    W = W_hom * f(m),   W_hom = 16 pi s^3 / (3 g^2),
    f(m) = (1-m)^2 (2+m) / 4,   m = cos(theta) = (s_PB - s_NB) / s.
s    : energy per area of the curved nucleus/parent interface
s_PB : energy per area of the parent/base interface that is consumed
s_NB : energy per area of the nucleus/base boundary that is created
g    : net driving force per volume
A lower s_NB lowers W; a lower consumed energy raises W.
For a lens on a parent grain boundary of energy gamma_P,
    W = 2 W_hom f(gamma_P / (2 s)).
All dimensional quantities are in cgs units.
"""
import numpy as np
import sympy as sp
from numpy.polynomial import legendre
from scipy import constants
from scipy.optimize import brentq, minimize, minimize_scalar, root

ERG_PER_EV = constants.e * 1e7
K_B = constants.k * 1e7
NM_PER_CM = 1e7


def angle_factor(m):
    return (1 - m) ** 2 * (2 + m) / 4


def homogeneous_barrier(s, g):
    return 16 * np.pi * s**3 / (3 * g**2)


def cap_barrier(s, s_pb, s_nb, g):
    return homogeneous_barrier(s, g) * angle_factor((s_pb - s_nb) / s)


# General axisymmetric shapes: log r is a polynomial in mu = cos(polar angle).
# The origin is the centre of the base; the overall size is left out.
DEGREE = 8
nodes, weights = legendre.leggauss(40)
mu = (nodes + 1) / 2
weights = weights / 2
basis = legendre.legvander(nodes, DEGREE)[:, 1:]
slopes = np.column_stack([
    2 * legendre.Legendre.basis(k).deriv()(nodes)
    for k in range(1, DEGREE + 1)])
edge_values = np.array([(-1.0) ** k for k in range(1, DEGREE + 1)])


def shape_measures(coefficients, m):
    """Reduced surface energy A - m*A_base and volume of a shape."""
    r = np.exp(basis @ coefficients)
    log_slope = slopes @ coefficients
    volume = 2 * np.pi / 3 * np.sum(weights * r**3)
    area = 2 * np.pi * np.sum(
        weights * r**2 * np.sqrt(1 + (1 - mu**2) * log_slope**2))
    base_area = np.pi * np.exp(2 * edge_values @ coefficients)
    return area - m * base_area, volume


def best_shape(m):
    def cost(coefficients):
        energy, volume = shape_measures(coefficients, m)
        return energy / volume ** (2 / 3)
    found = minimize(cost, np.zeros(DEGREE), method="BFGS",
                     options={"gtol": 1e-7, "maxiter": 500})
    return shape_measures(found.x, m)


def direct_barrier(s, s_pb, s_nb, g):
    """Minimum over shape, then numerical maximum over size."""
    energy, volume = best_shape((s_pb - s_nb) / s)
    size_limit = s * energy / (g * volume)
    scale = s * energy * size_limit**2

    def negative_free_energy(x):
        size = x * size_limit
        return (g * volume * size**3 - s * energy * size**2) / scale
    found = minimize_scalar(negative_free_energy, bounds=(0, 1),
                            method="bounded", options={"xatol": 1e-9})
    return -found.fun * scale


# Lens with free base radius and two free heights; units s = 1, g = 2.
a, h1, h2, q = sp.symbols("a h1 h2 q", positive=True)
lens_energy = -q * sp.pi * a**2
for h in (h1, h2):
    lens_energy += sp.pi * (a**2 + h**2)
    lens_energy -= 2 * sp.pi * h * (3 * a**2 + h**2) / 6
lengths = (a, h1, h2)
lens_value = sp.lambdify((*lengths, q), lens_energy, "numpy")
lens_gradient = sp.lambdify(
    (*lengths, q), [sp.diff(lens_energy, v) for v in lengths], "numpy")
lens_hessian = sp.lambdify(
    (*lengths, q), sp.hessian(lens_energy, lengths), "numpy")


def direct_lens_barrier(s, gamma_p, g):
    ratio = gamma_p / s
    c = ratio / 2
    start = [1.04 * np.sqrt(1 - c**2), 0.97 * (1 - c), 1.05 * (1 - c)]
    found = root(lambda v: lens_gradient(*v, ratio), start, tol=1e-12)
    assert np.max(np.abs(lens_gradient(*found.x, ratio))) < 1e-8
    assert np.min(found.x) > 0.01
    curvature = np.array(lens_hessian(*found.x, ratio), dtype=float)
    assert np.sum(np.linalg.eigvalsh(curvature) < 0) == 1
    # Barriers scale as s^3/g^2; the reduced problem has s^3/g^2 = 1/4.
    return lens_value(*found.x, ratio) * 4 * s**3 / g**2


# Chosen model parameters.
s = 400.0
s_pb = 400.0
created_high, created_low = 300.0, 200.0
consumed_high, consumed_low = 600.0, 300.0
g = 5e9
temperature = 900.0
yardstick = 60.0

thermal = K_B * temperature
w_hom = homogeneous_barrier(s, g)
radius = 2 * s / g

# Formula against free shapes, including an angle above 90 degrees.
for created in (created_high, created_low, 480.0):
    expected = cap_barrier(s, s_pb, created, g)
    direct = direct_barrier(s, s_pb, created, g)
    assert abs(direct / expected - 1) < 2e-5
    u = created / s
    assert abs(direct / (w_hom * u**2 * (3 - u) / 4) - 1) < 2e-5
# A case in which the consumed interface differs from the cap interface.
assert abs(direct_barrier(s, 350.0, 250.0, g)
           / cap_barrier(s, 350.0, 250.0, g) - 1) < 2e-5

# Response of the barrier equals plus or minus the critical base area.
step = 0.01
for created in (created_high, created_low):
    m = (s_pb - created) / s
    base_area = np.pi * radius**2 * (1 - m**2)
    d_created = (cap_barrier(s, s_pb, created + step, g)
                 - cap_barrier(s, s_pb, created - step, g)) / (2 * step)
    d_consumed = (cap_barrier(s, s_pb + step, created, g)
                  - cap_barrier(s, s_pb - step, created, g)) / (2 * step)
    assert abs(d_created / base_area - 1) < 1e-6
    assert abs(d_consumed / base_area + 1) < 1e-6

# Beyond complete wetting a flat cap already has negative surface energy.
flat_height = 0.1
flat_area_ratio = 1 + flat_height**2
assert flat_area_ratio - 1.05 < 0 < flat_area_ratio - 0.95

# Lens on a consumed grain boundary: lower energy gives a higher barrier.
lens = {}
for gamma_p in (consumed_high, consumed_low):
    lens[gamma_p] = 2 * w_hom * angle_factor(gamma_p / (2 * s))
    direct = direct_lens_barrier(s, gamma_p, g)
    assert abs(direct / lens[gamma_p] - 1) < 1e-8
assert (direct_lens_barrier(s, consumed_low, g)
        > direct_lens_barrier(s, consumed_high, g))

w_high = cap_barrier(s, s_pb, created_high, g)
w_low = cap_barrier(s, s_pb, created_low, g)
crossover = brentq(
    lambda x: 2 * w_hom * angle_factor(x / (2 * s)) - w_low, 1.0, 799.0)
assert abs(direct_lens_barrier(s, crossover, g)
           / direct_barrier(s, s_pb, created_low, g) - 1) < 2e-5

# Driving force that brings each barrier to the chosen yardstick.
needed = {}
for created, barrier in ((created_high, w_high), (created_low, w_low)):
    needed[created] = g * np.sqrt(barrier / (yardstick * thermal))
    direct = direct_barrier(s, s_pb, created, needed[created])
    assert abs(direct / (yardstick * thermal) - 1) < 2e-5

print("MODEL INPUTS")
print(f"cap interface energy s = {s:.0f} erg/cm^2")
print(f"consumed parent/base energy s_PB = {s_pb:.0f} erg/cm^2")
print(f"driving force g = {g:.2e} erg/cm^3")
print(f"temperature = {temperature:.0f} K")
print(f"thermal energy k_B T = {thermal:.4e} erg")
print(f"critical radius R* = {radius * NM_PER_CM:.3f} nm")
print(f"homogeneous barrier = {w_hom:.4e} erg")
print(f"homogeneous barrier, converted = {w_hom / ERG_PER_EV:.2f} eV")
for name, created, barrier in (
        ("HIGH created boundary", created_high, w_high),
        ("LOW created boundary", created_low, w_low)):
    m = (s_pb - created) / s
    print(name)
    print(f"  energy s_NB = {created:.0f} erg/cm^2")
    print(f"  cos(theta) = {m:.4f} (no unit)")
    print(f"  contact angle = {np.degrees(np.arccos(m)):.2f} degrees")
    print(f"  angle factor f = {angle_factor(m):.5f} (no unit)")
    print(f"  base radius = {radius * np.sqrt(1-m*m) * NM_PER_CM:.3f} nm")
    print(f"  cap height = {radius * (1-m) * NM_PER_CM:.3f} nm")
    print(f"  barrier = {barrier:.4e} erg")
    print(f"  barrier, converted = {barrier / ERG_PER_EV:.2f} eV")
    print(f"  barrier / k_B T = {barrier / thermal:.1f} (no unit)")
    print(f"  g for yardstick = {needed[created]:.3e} erg/cm^3")
print("COMPARISON")
print(f"barrier ratio low/high = {w_low / w_high:.4f} (no unit)")
gain = (w_high - w_low) / thermal
print(f"barrier drop / k_B T = {gain:.1f} (no unit)")
print(f"log10 of Boltzmann gain = {gain / np.log(10):.1f} (no unit)")
print(f"yardstick barrier / k_B T = {yardstick:.0f} (no unit)")
force_ratio = needed[created_low] / needed[created_high]
print(f"needed g ratio low/high = {force_ratio:.4f} (no unit)")
print("CONSUMED PARENT GRAIN BOUNDARY (lens)")
for gamma_p in (consumed_high, consumed_low):
    c = gamma_p / (2 * s)
    print(f"gamma_P = {gamma_p:.0f} erg/cm^2")
    print(f"  cos(theta) = {c:.4f} (no unit)")
    print(f"  lens factor 2f = {2 * angle_factor(c):.5f} (no unit)")
    print(f"  barrier = {lens[gamma_p]:.4e} erg")
    print(f"  barrier, converted = {lens[gamma_p] / ERG_PER_EV:.2f} eV")
lens_ratio = lens[consumed_low] / lens[consumed_high]
print(f"lens barrier ratio low/high = {lens_ratio:.2f} (no unit)")
print(f"crossover gamma_P = {crossover:.1f} erg/cm^2")
print("done: every assertion held")
```

Output:

```
MODEL INPUTS
cap interface energy s = 400 erg/cm^2
consumed parent/base energy s_PB = 400 erg/cm^2
driving force g = 5.00e+09 erg/cm^3
temperature = 900 K
thermal energy k_B T = 1.2426e-13 erg
critical radius R* = 1.600 nm
homogeneous barrier = 4.2893e-11 erg
homogeneous barrier, converted = 26.77 eV
HIGH created boundary
  energy s_NB = 300 erg/cm^2
  cos(theta) = 0.2500 (no unit)
  contact angle = 75.52 degrees
  angle factor f = 0.31641 (no unit)
  base radius = 1.549 nm
  cap height = 1.200 nm
  barrier = 1.3572e-11 erg
  barrier, converted = 8.47 eV
  barrier / k_B T = 109.2 (no unit)
  g for yardstick = 6.746e+09 erg/cm^3
LOW created boundary
  energy s_NB = 200 erg/cm^2
  cos(theta) = 0.5000 (no unit)
  contact angle = 60.00 degrees
  angle factor f = 0.15625 (no unit)
  base radius = 1.386 nm
  cap height = 0.800 nm
  barrier = 6.7021e-12 erg
  barrier, converted = 4.18 eV
  barrier / k_B T = 53.9 (no unit)
  g for yardstick = 4.741e+09 erg/cm^3
COMPARISON
barrier ratio low/high = 0.4938 (no unit)
barrier drop / k_B T = 55.3 (no unit)
log10 of Boltzmann gain = 24.0 (no unit)
yardstick barrier / k_B T = 60 (no unit)
needed g ratio low/high = 0.7027 (no unit)
CONSUMED PARENT GRAIN BOUNDARY (lens)
gamma_P = 600 erg/cm^2
  cos(theta) = 0.7500 (no unit)
  lens factor 2f = 0.08594 (no unit)
  barrier = 3.6861e-12 erg
  barrier, converted = 2.30 eV
gamma_P = 300 erg/cm^2
  cos(theta) = 0.3750 (no unit)
  lens factor 2f = 0.46387 (no unit)
  barrier = 1.9897e-11 erg
  barrier, converted = 12.42 eV
lens barrier ratio low/high = 5.40 (no unit)
crossover gamma_P = 525.6 erg/cm^2
done: every assertion held
```
